# How far image forces cancel from the apparent tunnelling barrier height

Two aluminium electrodes face each other across 1.0 nm of vacuum. In a simple model, image forces lower the mean barrier between them from 4.2 to 3.2 eV and raise the exponential factor in the tunnelling current 14-fold. Yet the barrier height deduced from the slope of $\ln I$ against gap is 4.28 eV, slightly above the work function. A lowering of 1 eV has vanished from the slope.

The disappearance depends on one property of the model: the mean lowering varies strictly as $1/z$. The complete classical image potential does not have this property, and with it the slope gives 3.50 eV. The contributions are separated below and then weighed.

## What the slope measures

Let $z$ be the gap between the image planes of two equal metals with work function $\phi_0$. The bias is small, so the electrons tunnel near the Fermi level. If $\phi(x)$ is the barrier height above that level, the WKB exponent is

$$\ln I\simeq-\frac{2\sqrt{2m}}{\hbar}\int\sqrt{\phi(x)}\,dx\equiv-c\,z\sqrt{\bar\phi(z)},\qquad c=\frac{2\sqrt{2m}}{\hbar}=10.246\ \mathrm{nm^{-1}\,eV^{-1/2}}.$$

This defines the mean barrier $\bar\phi$. Prefactors are set aside for now. The apparent height is

$$\phi_{\rm app}=\left(\frac1c\frac{d\ln I}{dz}\right)^2 .$$

For a barrier of fixed height, $\ln I=-cz\sqrt{\phi_0}$ and $\phi_{\rm app}=\phi_0$.

## Contributions 1 and 2: a longer path and a rising barrier

When $\bar\phi$ depends on $z$, the product rule gives two terms:

$$-\frac1c\frac{d\ln I}{dz}=\sqrt{\bar\phi}+\frac{z\bar\phi'}{2\sqrt{\bar\phi}} .$$

The first is the cost of a longer path at the present height. The second arises because the barrier rises everywhere as the metals separate. Squaring,

$$\phi_{\rm app}=\bar\phi+z\bar\phi'+\frac{(z\bar\phi')^2}{4\bar\phi}. \tag{1}$$

Now take $\bar\phi=\phi_0-\alpha/z$ with constant $\alpha$. Then $\bar\phi'=\alpha/z^2$, so $z\bar\phi'=+\alpha/z$, equal and opposite to the lowering:

$$\phi_{\rm app}=\phi_0+\frac{\alpha^2}{4z^2\bar\phi}=\phi_0+\frac{\alpha^2}{4\phi_0z^2}+O(z^{-3}). \tag{2}$$

With $\alpha=0.998$ eV nm (derived below) and $z=1.0$ nm, the path term contributes 18.335 nm$^{-1}$ to $-d\ln I/dz$ and the rising barrier 2.858 nm$^{-1}$. Their sum is 21.19 nm$^{-1}$, against 21.00 nm$^{-1}$ without images. The remainder in (2) is $0.998^2/(4\times3.202)=0.078$ eV, or 8% of the lowering. At 0.6 nm it is 0.27 eV. Equation (2) fails as $z$ approaches $\alpha/\phi_0=0.24$ nm, where the model barrier vanishes.

## Why the power $1/z$ is special

Expand the exponent itself:

$$z\sqrt{\phi_0-\frac{\alpha}{z}}=\sqrt{\phi_0}\left(z-\frac{\alpha}{2\phi_0}-\frac{\alpha^2}{8\phi_0^2z}-\dots\right).$$

A lowering proportional to $1/z$, acting over a length $z$, changes the exponent by a constant. It multiplies the current by $\exp[c\alpha/(2\sqrt{\phi_0})]=12.1$ at large gap (14.4 at 1.0 nm). The logarithmic derivative of a constant factor is zero. The current feels the image force strongly, while its slope does not.

For a lowering $\beta/z^p$, $z\bar\phi'=p\beta/z^p$, and the first two terms of (1) give

$$\phi_{\rm app}-\phi_0\simeq(p-1)\frac{\beta}{z^p}.$$

Among these powers, $p=1$ alone cancels. Numerical differentiation at $z=200$ nm, with $\beta=1$ in units of eV nm$^p$, gives coefficients $-0.499$ for $p=1/2$ and $1.000$ for $p=2$, as predicted.

## Contribution 3: the tails of the real image potential

An electron at distance $x$ from one plane has opposite-sign images at distances $|2x-2nz|$, for all integers $n$, and same-sign images at distances $|2nz|$, for $n\neq0$. The interaction energy carries a factor $\tfrac12$, because the image charges are induced by the electron. Grouping the images symmetrically,

$$V(x)=-A\left[\frac1x+\sum_{n\ge1}\left(\frac1{nz-x}+\frac1{nz+x}-\frac2{nz}\right)\right],\qquad A=\frac{e^2}{16\pi\varepsilon_0}=0.360\ \mathrm{eV\,nm}.$$

At midgap, $x=z/2$, the bracket summed to $n=N$ tends to $4(H_{2N}-H_N)/z$, where $H_N=\sum_{n=1}^N1/n$. Its limit is $4\ln2/z$. The constant-$\alpha$ model takes this midgap value for the whole gap: $\alpha=4A\ln2=0.998$ eV nm.

Near the metals the lowering is much deeper. To find its effect on the slope, first keep only the tail $-A/x$ of the nearer metal in each half of the gap. With $a=A/\phi_0$, the barrier starts at $x=a$, and the action $S=\int\sqrt{\phi}\,dx$ is

$$S_0=2\sqrt{\phi_0}\int_a^{z/2}\sqrt{1-\frac ax}\,dx .$$

Only the upper limit depends on $z$, and it moves at rate $\tfrac12$:

$$\frac{dS_0}{dz}=\sqrt{\phi_0}\sqrt{1-\frac{2a}{z}}\quad\Rightarrow\quad\phi_{\rm app}=\phi_0-\frac{2A}{z}=\phi_0-\frac{e^2}{8\pi\varepsilon_0z}. \tag{3}$$

In this picture each metal carries its own barrier profile rigidly. Pulling the metals apart inserts new barrier at midgap, and the slope reads the height there. The near-surface shape drops out, provided it does not change with $z$.

The omitted part of $V$ in the left half is $-A\,g(u)/z$, with $u=x/z$ and $g(u)=\sum_{n\ge1}[1/(n-u)+1/(n+u)-2/n]$. It is bounded there and vanishes as $u^2$ at the metal. Its integral is

$$\int_0^{1/2}g\,du=\lim_{N\to\infty}\left[\ln(2N+1)-H_N\right]=\ln2-\gamma,$$

where $\gamma$ is Euler's constant. Since $\sqrt{\phi_0+\delta V}\simeq\sqrt{\phi_0}+\delta V/(2\sqrt{\phi_0})$, the two halves together change $S$ by $-\sqrt{\phi_0}\,a(\ln2-\gamma)$ at first order. That is a constant, so the $1/z$ term in (3) stands.

## The same result as a growing $\alpha$

The integral in $S_0$ has the primitive $\sqrt{x(x-a)}-a\,\mathrm{arcosh}\sqrt{x/a}$, since its derivative is

$$\frac{2x-a}{2\sqrt{x(x-a)}}-\frac{a}{2\sqrt{x(x-a)}}=\sqrt{\frac{x-a}{x}} .$$

It vanishes at $x=a$. For $z\gg a$, use $\sqrt{x(x-a)}\simeq x-a/2$ and $\mathrm{arcosh}\,y\simeq\ln2y$ at $x=z/2$. Adding the constant from $g$,

$$S\simeq\sqrt{\phi_0}\left[z-a\left(\ln\frac{4z}{a}+1-\gamma\right)\right].$$

Setting $S=z\sqrt{\phi_0-\alpha/z}\simeq\sqrt{\phi_0}\,[z-\alpha/(2\phi_0)]$ identifies

$$\alpha(z)\simeq2A\left(\ln\frac{4z}{a}+1-\gamma\right),\qquad\alpha'\simeq\frac{2A}{z}.$$

For variable $\alpha$, $z\bar\phi'=\alpha/z-\alpha'$, and (1) becomes

$$\phi_{\rm app}=\phi_0-\alpha'+\frac{(\alpha/z-\alpha')^2}{4\bar\phi}. \tag{4}$$

The part $\alpha/z$ still cancels at first order; the slow growth of $\alpha$ survives. The current is now enhanced by a factor growing as $z^{cA/\sqrt{\phi_0}}=z^{1.80}$ at large gap, and the logarithmic derivative of a power of $z$ is not zero.

The full WKB integral at 1.0 nm gives $\alpha=2.50$ eV nm and $\alpha'=1.02$ eV. The effective barrier is 1.70 eV. It is low for two reasons: the average over the gap counts as zero the strips beside the metals where no barrier remains, and the image potential also lowers the barrier between those strips. Equation (4) gives

$$4.2-1.023+\frac{(2.499-1.023)^2}{4\times1.701}=3.50\ \mathrm{eV}.$$

Thus 28% of the 2.50 eV lowering reaches the slope. The effective barrier and this fraction rely on the classical $1/x$ tail down to $x\approx a=0.09$ nm, where the potential of a real metal surface departs from it; the slope is much less sensitive to that region. The change of $-0.70$ eV is close to the $-0.72$ eV of (3); the difference comes from $g$. A numerical solution of the one-dimensional Schrödinger equation, with the potential cut off at the bottom of the metal band, gives 3.49 eV (3.50 eV if it is cut off 2 eV below the Fermi level instead). The table lists WKB values; for the complete image at 0.6 nm, the Schrödinger equation gives a value 0.04 eV lower, or 0.02 eV lower with the higher cutoff.

| $z$ (nm) | $\phi_{\rm app}$, constant $\alpha$ (eV) | $\phi_{\rm app}$, complete image (eV) |
|---|---|---|
| 0.6 | 4.47 | 3.06 |
| 1.0 | 4.28 | 3.50 |
| 2.0 | 4.22 | 3.84 |

## Contribution 4: prefactors

For a rectangular barrier with $\kappa=c\sqrt{\bar\phi}/2$ and electron wavenumber $k$ in the metal, the transmission at $\kappa z\gg1$ is

$$T\simeq\frac{16k^2\kappa^2}{(k^2+\kappa^2)^2}e^{-2\kappa z}.$$

The logarithm of the prefactor has derivative $2r/\kappa$ with respect to $\kappa$, where $r=(k^2-\kappa^2)/(k^2+\kappa^2)$. From $\bar\phi'=\alpha/z^2$ follows $\kappa'\simeq\kappa\alpha/(2\phi_0z^2)$, so the prefactor adds $r\alpha/(\phi_0z^2)$ to $d\ln I/dz\simeq-c\sqrt{\phi_0}$. Squaring, the cross term is

$$\delta\phi_{\rm app}\simeq-\frac{2\sqrt{\phi_0}}{c}\,\frac{r\alpha}{\phi_0z^2}=-\frac{r\alpha}{\kappa_0z^2},\qquad\kappa_0=\frac{c\sqrt{\phi_0}}2 .$$

This has the same order as the remainder in (2). For a Fermi energy of 12 eV the two coefficients are $-0.046$ and $+0.059$ eV nm$^2$. At 1.0 nm the full prefactor shift is $-0.073$ eV, nearly cancelling the $+0.078$ eV. The absence of a $1/z$ term is therefore firmer than the size of the $1/z^2$ correction.

In a planar junction, electrons with transverse motion also tunnel. Summing over their energy $E$ gives, at leading order,

$$\int_0^\infty e^{-cz\sqrt{\bar\phi+E}}\,dE\simeq\frac{2\sqrt{\bar\phi}}{cz}\,e^{-cz\sqrt{\bar\phi}} .$$

The factor $1/z$ raises $\phi_{\rm app}$ by about $2\sqrt{\phi_0}/(cz)$, or 0.40 eV at 1.0 nm, even without images. The integral up to the Fermi energy gives 4.63 eV without images and 4.65 eV with constant $\alpha$. The image-induced difference is 0.02 eV in this sum, which keeps only the exponential; with the exact transmission of the rectangular barrier it becomes $-0.04$ eV. Neither version has a $1/z$ term: the factor $\sqrt{\bar\phi}$ contributes $\alpha/(2\bar\phi z^2)$ to the slope, and the image-induced part of the transmission prefactor is also of order $1/z^2$.

## Weighing the contributions for a real junction

The work function and Fermi energy are rough values for aluminium, and 10 mV and 300 K are ordinary conditions for a tunnelling microscope. A gap of 2 nm is out of reach for one: each extra nanometre costs some nine orders of magnitude in current, and with the complete image potential a single conduction channel at 10 mV carries about 1 pA at 1.0 nm but only about $10^{-21}$ A at 2 nm. At 1.0 nm, each effect taken by itself:

- Temperature shifts $\phi_{\rm app}$ by $-0.006$ eV. The bias shifts it by $-0.005$ eV for electrons at the top of the bias window. Summed over the window, the part linear in bias cancels for equal electrodes, leaving about $-2\times10^{-5}$ eV. The field is 0.1 MV/cm.
- If the constant-$\alpha$ barrier extends $d=0.05$ nm beyond each image plane, its length is $z+2d$. The cancellation then leaves $2d\alpha/z^2$ at leading order, and the full shift is $+0.12$ eV. This shift belongs to that model: if the extra barrier is part of a surface profile that each metal carries rigidly, it drops out of the slope, as in (3).
- The metal must respond while the electron crosses. The estimated crossing time, 0.94 fs, times the free-electron surface-plasmon frequency is 16. This favours a static image but does not size the error.

The largest terms are the complete image potential, $-0.70$ eV, and the transverse sum, $+0.43$ eV without images. They do not simply add: with the complete image potential the transverse sum contributes 0.36 eV, and the WKB slope gives 3.86 eV (3.91 eV from the Schrödinger equation with the cutoff at the band bottom, 3.87 eV with it 2 eV below the Fermi level). Real junctions break the assumption of smooth, parallel surfaces. A sharp tip changes both the transverse sum and the images, by amounts not calculated here, and surface atoms and oxide are also left out. An apparent height near the work function therefore does not show that image forces are absent, nor does it give the mean barrier at that gap.

## Computed values

```
work function, rough Al value: 4.2 eV
Fermi energy, rough Al value: 12.0 eV
temperature: 300 K; bias: 0.010 V
decay constant c: 10.246 nm^-1 eV^-1/2
image constant A: 0.3600 eV nm
alpha from midgap potential: 0.9981 eV nm
gap where midgap barrier vanishes: 0.238 nm
Constant alpha: gap nm | mean barrier eV | phi_app eV | phi_app-phi0 eV
  0.6 | 2.536 | 4.473 | 0.2727
  0.8 | 2.952 | 4.332 | 0.1318
  1.0 | 3.202 | 4.278 | 0.0778
  1.5 | 3.535 | 4.231 | 0.0313
  2.0 | 3.701 | 4.217 | 0.0168
Complete image, WKB: gap nm | effective barrier eV | phi_app eV | phi_app-phi0 eV | -2A/z eV
  0.6 | 0.923 | 3.059 | -1.141 | -1.200
  0.8 | 1.364 | 3.329 | -0.871 | -0.900
  1.0 | 1.701 | 3.497 | -0.703 | -0.720
  1.5 | 2.263 | 3.727 | -0.473 | -0.480
  2.0 | 2.608 | 3.844 | -0.356 | -0.360
Details at gap: 1.0 nm
-dlnI/dz without image: 20.999 nm^-1
-dlnI/dz, longer-path part: 18.335 nm^-1
-dlnI/dz, rising-barrier part: 2.858 nm^-1
-dlnI/dz, sum: 21.192 nm^-1
current gain from constant-alpha lowering: 14.36
current gain, large-gap limit: 12.12
remainder/lowering, constant alpha: 0.0779
effective alpha, complete image: 2.499 eV nm
slope of effective alpha: 1.023 eV
surviving fraction of lowering, complete image: 0.281
large-gap power of z in current gain: 1.800
phi_app, Schroedinger, complete image: 3.494 eV
power of z in remainder, 20 to 40 nm: -2.009
control coefficient, lowering z^-0.5: -0.499
control coefficient, lowering z^-2: 1.000
1/z^2 coefficient from exponent: 0.0593 eV nm^2
1/z^2 coefficient from prefactor: -0.0458 eV nm^2
Neglected: transmission prefactor shift: -0.0725 eV
Neglected: planar phi_app without image: 4.629 eV
Neglected: planar phi_app, constant alpha: 4.650 eV
Neglected: thermal shift: -0.0057 eV
Neglected: bias shift: -0.0050 eV
field from bias: 0.10 MV/cm
Neglected: shift if barrier is 0.05 nm longer per side: 0.116 eV
free-electron plasmon energy: 16.1 eV
barrier crossing time: 0.94 fs
surface-plasmon frequency times crossing time: 16.3
```
